# The uniform-gas kernel of a tau-dependent meta-GGA at all q

A meta-GGA gives the exchange-correlation energy as

$$E_{xc}=\int w(n,s,\tau)\,d^3r,\qquad s=|\nabla n|^2,\qquad \tau=\frac{\hbar^2}{2m}\sum_i|\nabla\varphi_i|^2 ,$$

where the sum runs over occupied spin orbitals. The letter $w$ denotes the energy density, so that $e$ can remain the elementary charge (Gaussian units). The static kernel $f(q)$ is the Fourier transform of $\delta^2E_{xc}/\delta n\,\delta n'$ in the uniform gas.

Three assumptions hold throughout. The gas is spin-unpolarized. The function $w$ is smooth at the uniform point $s=0$, $\tau=\tau_u(n)$. The orbitals are Kohn-Sham orbitals of a local multiplicative potential, so that $\tau$ is an implicit functional of the density. If the orbitals instead obey an equation containing a $\tau$-dependent differential operator (generalized Kohn-Sham theory), the response problem is a different one and the results below do not cover it.

The uniform gas has

$$n=\frac{k_F^3}{3\pi^2},\qquad \varepsilon_F=\frac{\hbar^2k_F^2}{2m},\qquad \tau_u=\tfrac35 n\varepsilon_F,\qquad \eta=\frac{q}{2k_F}.$$

Subscripts on $w$ are partial derivatives at the uniform point, and $q\neq0$.

## (a) From the energy to response functions

**Question.** Impose $\delta n=a\cos(\mathbf q\cdot\mathbf r)$. Express $f(q)$ through the derivatives of $w$, the density response $\chi_0$ and the response $\chi_{\tau n}$ of $\tau$ to a potential.

**Solution.** In a volume $V$ the second-order energy is $\frac12\int\!\!\int f\,\delta n\,\delta n'=\frac14 f a^2V$, because $\cos^2$ averages to $\frac12$. Write $\tau=\tau_u+\tau_1+\tau_2$, with $\tau_1$ linear and $\tau_2$ quadratic in $a$. Terms linear in $\delta n$ or $\tau_1$ integrate to zero, since both are plane waves with $q\ne0$. What remains is

$$E^{(2)}=\int\Big[\tfrac12w_{nn}\delta n^2+w_{n\tau}\delta n\,\tau_1+\tfrac12w_{\tau\tau}\tau_1^2+w_s|\nabla\delta n|^2+w_\tau\tau_2\Big]d^3r .$$

A potential wave of amplitude $v$ produces a density wave $\chi_0v$ and a wave $\chi_{\tau n}v$ in $\tau$. Eliminating $v$ gives

$$\tau_1=R\,\delta n,\qquad R=\chi_{\tau n}/\chi_0 .$$

The quadratic part $\tau_2$ is needed only through its integral, because $w_\tau$ is constant in the uniform gas. Since $\int\tau\,d^3r=T_s[n]$, the integral of $\tau_2$ is the second-order change of $T_s$. The Euler equation of non-interacting electrons is $\delta T_s/\delta n=\mu-v(\mathbf r)$. Differentiating it once more gives $\delta^2T_s/\delta n\,\delta n'=-\delta v/\delta n'$, which is $-1/\chi_0$ at wave number $q$. Therefore $\int\tau_2\,d^3r=-a^2V/(4\chi_0)$.

The average of $|\nabla\delta n|^2$ is $\frac12q^2a^2$. Dividing every term by $\frac14a^2V$ gives

$$f(q)=w_{nn}+2w_{n\tau}R+w_{\tau\tau}R^2+2w_sq^2-\frac{w_\tau}{\chi_0}. \tag{1}$$

The last term is positive for $w_\tau>0$, because $\chi_0<0$: at fixed mean density, a modulation raises the kinetic energy.

## (b) The two response functions

**Question.** Calculate $\chi_0$, $\chi_{\tau n}$ and $R$ for all $q$.

**Solution.** Apply the potential $v\cos(\mathbf q\cdot\mathbf r)$. To first order a plane wave becomes

$$\varphi_{\mathbf k}=\frac1{\sqrt V}\Big[e^{i\mathbf k\cdot\mathbf r}+\frac v2\sum_\pm\frac{e^{i(\mathbf k\pm\mathbf q)\cdot\mathbf r}}{\varepsilon_k-\varepsilon_{|\mathbf k\pm\mathbf q|}}\Big],\qquad \varepsilon_k=\frac{\hbar^2k^2}{2m}.$$

The cross term in $|\varphi_{\mathbf k}|^2$ is $v\cos(\mathbf q\cdot\mathbf r)/(\varepsilon_k-\varepsilon_{|\mathbf k\pm\mathbf q|})$ per unit volume, for each sign. In $|\nabla\varphi_{\mathbf k}|^2$ it carries the additional factor $\mathbf k\cdot(\mathbf k\pm\mathbf q)$. The two signs contribute equally after $\mathbf k\to-\mathbf k$, and spin gives another factor 2:

$$\begin{pmatrix}\chi_0\\ \chi_{\tau n}\end{pmatrix}=4\int_{k<k_F}\!\frac{d^3k}{(2\pi)^3}\,\frac{1}{\varepsilon_k-\varepsilon_{|\mathbf k+\mathbf q|}}\begin{pmatrix}1\\ \frac{\hbar^2}{2m}\mathbf k\cdot(\mathbf k+\mathbf q)\end{pmatrix}.$$

The integrals are principal values. Pairs of occupied states $\mathbf k$ and $\mathbf k+\mathbf q$ cancel, since the denominator changes sign on exchange and both numerators do not.

The denominator is $-\frac{\hbar^2}{2m}(2\mathbf k\cdot\mathbf q+q^2)$. With $u$ the cosine of the angle between $\mathbf k$ and $\mathbf q$,

$$\int_{-1}^1\frac{du}{2kqu+q^2}=\frac1{2kq}\ln\left|\frac{q+2k}{q-2k}\right|.$$

The remaining measure is $4\cdot2\pi k^2dk/(2\pi)^3=k^2dk/\pi^2$. Setting $k=k_Fx$ gives

$$\chi_0=-\frac{mk_F}{2\pi^2\hbar^2\eta}J_1,\qquad J_p=\int_0^1x^p\ln\left|\frac{x+\eta}{x-\eta}\right|dx .$$

The logarithm has derivative $-2\eta/(x^2-\eta^2)$. Integrate by parts, taking $\frac12(x^2-\eta^2)$ as the antiderivative of $x$, so that nothing singular is left at $x=\eta$. With $\Lambda=\ln|(1+\eta)/(1-\eta)|$,

$$J_1=\tfrac12(1-\eta^2)\Lambda+\eta .$$

Because $mk_F/(\pi^2\hbar^2)=3n/(2\varepsilon_F)$,

$$\chi_0=-\frac{3n}{2\varepsilon_F}L,\qquad L=\frac12+\frac{1-\eta^2}{4\eta}\Lambda . \tag{2}$$

For $\chi_{\tau n}$, split the numerator so that one part cancels the denominator:

$$\mathbf k\cdot(\mathbf k+\mathbf q)=k^2-\tfrac12q^2+\tfrac12(2\mathbf k\cdot\mathbf q+q^2).$$

The third part gives $4\cdot(-\frac12)\int_{k<k_F}d^3k/(2\pi)^3=-n$, since $n$ is twice that integral. The second gives $-\frac{\hbar^2q^2}{4m}\chi_0=-2\eta^2\varepsilon_F\chi_0$. The first, called $A$, has two more powers of $k$ than $\chi_0$:

$$A=-\frac{k_F^3}{4\pi^2\eta}J_3,\qquad J_3=\tfrac14(1-\eta^4)\Lambda+\frac\eta2\int_0^1(x^2+\eta^2)dx=\tfrac14(1-\eta^4)\Lambda+\frac\eta6+\frac{\eta^3}2 .$$

From (2), $(1-\eta^4)\Lambda/(4\eta)=(1+\eta^2)(L-\frac12)$, so $J_3/\eta=(1+\eta^2)L-\frac13$. With $k_F^3/(4\pi^2)=\frac34n$ and $-\frac34nL=\frac12\varepsilon_F\chi_0$,

$$A=\tfrac12\varepsilon_F(1+\eta^2)\chi_0+\tfrac14n .$$

Adding the three parts,

$$\chi_{\tau n}=\tfrac12\varepsilon_F(1-3\eta^2)\chi_0-\tfrac34n,\qquad R=\frac{\varepsilon_F}2\Big(1-3\eta^2+\frac1L\Big). \tag{3}$$

Equations (1) to (3) determine the kernel at every $q\ne0$.

## (c) Long waves, short waves and $2k_F$

**Question.** Find the behaviour of $R$ and $f$ for small and large $q$, and of $R$ near $q=2k_F$.

**Solution.** *Small $q$.* From $\Lambda=2(\eta+\eta^3/3+\eta^5/5+\dots)$,

$$L=1-\frac{\eta^2}3-\frac{\eta^4}{15}-\dots,\qquad \frac1L=1+\frac{\eta^2}3+\frac{8\eta^4}{45}+\dots,$$

$$\frac R{\varepsilon_F}=1-\frac43\eta^2+\frac4{45}\eta^4+\dots$$

The leading value is $R=\varepsilon_F=d\tau_u/dn$, as it must be for a locally uniform gas. The next term is $-\hbar^2q^2/(6m)$, which represents the contribution $\frac{\hbar^2}{6m}\nabla^2n$ to $\tau$. In the limit $q\to0$, equation (1) becomes

$$f\to w_{nn}+2w_{n\tau}\varepsilon_F+w_{\tau\tau}\varepsilon_F^2+\frac{2\varepsilon_F}{3n}w_\tau=\frac{d^2}{dn^2}w(n,0,\tau_u(n)),$$

because $\tau_u\propto n^{5/3}$ gives $\tau_u''=2\varepsilon_F/(3n)$. This is the curvature of the uniform-gas energy density, so the term $-w_\tau/\chi_0$ is needed even for long waves.

*Large $q$.* Now $\Lambda=2(\eta^{-1}+\eta^{-3}/3+\eta^{-5}/5+\dots)$, and

$$L=\frac1{3\eta^2}+\frac1{15\eta^4}+\frac1{35\eta^6}+\dots,\qquad \frac1L=3\eta^2-\frac35-\frac{24}{175\eta^2}+\dots$$

The terms $3\eta^2$ cancel in (3), leaving $R/\varepsilon_F=\frac15-\frac{12}{175\eta^2}+\dots$. The wave in $\tau$ per unit density wave saturates. The kernel can still grow, through

$$f\simeq\Big(2w_s+\frac{\hbar^2}{4mn}w_\tau\Big)q^2 .$$

The second coefficient is the one that the von Weizsäcker energy density $\hbar^2s/(8mn)$ would give: for short waves, the ratio of the curvature of $T_s$ to that of this expression tends to 1, while their difference tends to the constant $-2\varepsilon_F/(5n)$.

*Near $2k_F$.* Put $\eta=1-\delta$. To leading order $L=\frac12+\frac\delta2\ln(2/|\delta|)$, so $1/L=2-2\delta\ln(2/|\delta|)$ and

$$\frac R{\varepsilon_F}=3\delta-\delta\ln\frac2{|\delta|},\qquad \frac1{\varepsilon_F}\frac{dR}{d\eta}=\ln\frac2{|\delta|}-4 .$$

Thus $R=0$ at $q=2k_F$: the density wave is there accompanied by no first-order wave in $\tau$. The slope diverges logarithmically. Just below $2k_F$ the ratio is negative. The full expression (3) has its minimum $R/\varepsilon_F=-0.026$ at $\eta=0.978$; the leading-order form holds only for much smaller $|\delta|$ and would misplace this minimum at $\delta=2\exp(-4)=0.037$.

## (d) When is the kernel a polynomial?

**Question.** First find the kernel of a Laplacian-level functional $w(n,s,l)$ with $l=\nabla^2n$. Then determine which $\tau$-dependent functionals have a kernel polynomial in $q$.

**Solution.** For the Laplacian level, $\nabla^2\delta n=-q^2\delta n$, and the linear term $w_l\int\nabla^2\delta n\,d^3r$ vanishes. The expansion of part (a) gives

$$f_{\rm Lap}(q)=w_{nn}+2(w_s-w_{nl})q^2+w_{ll}q^4 , \tag{4}$$

a polynomial of degree at most four, whatever the functional.

For the $\tau$ level, insert (2) and (3) in (1) and collect powers of $1/L$:

$$f=P_0+\frac{P_1}L+\frac{P_2}{L^2},\qquad P_2=\tfrac14w_{\tau\tau}\varepsilon_F^2,$$

$$P_1=\tfrac12w_{\tau\tau}\varepsilon_F^2(1-3\eta^2)+\varepsilon_F\Big(w_{n\tau}+\frac{2w_\tau}{3n}\Big),$$

$$P_0=w_{nn}+w_{n\tau}\varepsilon_F(1-3\eta^2)+\tfrac14w_{\tau\tau}\varepsilon_F^2(1-3\eta^2)^2+8w_sk_F^2\eta^2 .$$

Suppose that $f$ equals a polynomial $Q(\eta)$. Then $(P_0-Q)L^2+P_1L+P_2=0$ for $0<\eta<1$, and this identity survives analytic continuation. Carry $\eta$ once around the point $\eta=1$ in the complex plane. The polynomials return to their values, but $\Lambda$ changes by $\pm2\pi i$, depending on the direction of the circuit, and $L$ changes with it. Repeated circuits give infinitely many values of $L$ satisfying the same quadratic equation. All its coefficients must therefore vanish, so the kernel is polynomial if and only if

$$w_{\tau\tau}=0\quad\text{and}\quad w_{n\tau}=-\frac{2w_\tau}{3n}. \tag{5}$$

The claim that $\tau$ dependence makes the kernel non-polynomial thus has exceptions. A functional may lack $\tau$ derivatives to this order at the uniform point. A nontrivial exception is $w=Cn^{-2/3}\tau+g(n,s)$. For its $\tau$ part, $w_{nn}=\frac{10}9Cn^{-8/3}\tau_u=\frac23Cn^{-5/3}\varepsilon_F$ and $w_{n\tau}=-\frac23Cn^{-5/3}$, so

$$f=P_0=\tfrac23Cn^{-5/3}\varepsilon_F\big[1-(1-3\eta^2)\big]=Cn^{-5/3}\frac{\hbar^2q^2}{4m}.$$

## (e) Exchange functionals

**Question.** Specialize to exchange,

$$w=w_0(n)F(p,t),\quad w_0=-\frac{3e^2}{4\pi}k_Fn,\quad p=\frac{|\nabla n|^2}{4k_F^2n^2},\quad t=\frac\tau{\tau_u(n)},\quad F(0,1)=1 .$$

Does exchange allow the nontrivial exception? What is the TPSS exchange kernel, and how does it compare with a Laplacian-level counterpart?

**Solution.** Here $w_0\propto n^{4/3}$, and at fixed $\tau$, $\partial t/\partial n=-5/(3n)$ and $\partial^2t/\partial n^2=40/(9n^2)$ at $t=1$. In $w_{nn}$ the coefficient of $F_t$ is $2\cdot\frac43\cdot(-\frac53)+\frac{40}9=0$. The derivatives are

$$w_{nn}=\frac{w_0}{n^2}\Big(\frac49+\frac{25}9F_{tt}\Big),\qquad w_{n\tau}=-\frac{w_0}{3n\tau_u}(F_t+5F_{tt}),$$

$$w_\tau=\frac{w_0}{\tau_u}F_t,\qquad w_{\tau\tau}=\frac{w_0}{\tau_u^2}F_{tt},\qquad 2w_sq^2=\frac{2w_0}{n^2}F_p\eta^2 .$$

Let $r=R/\varepsilon_F$, so that $R/\tau_u=5r/(3n)$. Also $-w_\tau/\chi_0=\frac{10}9\frac{w_0}{n^2}F_t/L$. Equation (1) becomes

$$f_x=\frac{w_0}{n^2}\Big[\frac49+2F_p\eta^2+\frac{10}9F_t\Big(\frac1L-r\Big)+\frac{25}9F_{tt}(1-r)^2\Big].$$

The local part is $f_{\rm LDA}=\frac49w_0/n^2=-\pi e^2/k_F^2$. Since $1/L-r=\frac12(1/L-1+3\eta^2)$,

$$\frac{f_x}{f_{\rm LDA}}=1+\frac92F_p\eta^2+\frac54F_t\Big(\frac1L-1+3\eta^2\Big)+\frac{25}4F_{tt}(r-1)^2 . \tag{6}$$

Condition (5) requires $F_{tt}=0$. Then $w_{n\tau}=-w_\tau/(3n)$, which agrees with $-2w_\tau/(3n)$ only if $w_\tau=0$. The exchange kernel is therefore polynomial only when $F_t=F_{tt}=0$.

Near the uniform point the TPSS exchange factor is

$$F=1+\frac{10}{81}p+\frac{146}{2025}\tilde q^2+\dots,\qquad \tilde q=\frac9{20}(\alpha-1)+\frac23p+\dots,\qquad \alpha=t-\frac53p,$$

where the omitted terms in $F$ are of third or higher order in $\delta n$. As $p$ is already quadratic, $\tilde q^2=\frac{81}{400}(t-1)^2$ to second order. Hence $F_p=10/81$, $F_t=0$, $F_{tt}=0.0292$, and

$$\frac{f_x^{\rm TPSS}}{f_{\rm LDA}}=1+\frac59\eta^2+0.1825\,(r-1)^2 .$$

For the counterpart, replace $\tilde q$ by the reduced Laplacian $\ell=\nabla^2n/(4k_F^2n)$, whose first-order value is $-\eta^2\delta n/n$. Equation (4) then gives

$$\frac{f_{\rm Lap}}{f_{\rm LDA}}=1+\frac59\eta^2+\frac{73}{225}\eta^4 .$$

In TPSS, $t-1=\frac53(r-1)\delta n/n$ to first order, so $\tilde q=\frac34(r-1)\delta n/n$. For small $q$ this is also $-\eta^2\delta n/n$, and the two kernels agree through $\eta^4$. For large $q$ the Laplacian term grows as $\eta^4$, while the TPSS term saturates at $0.1825\cdot(4/5)^2=0.117$.

## (f) Numbers for a model gas

**Question.** Take $n=0.05$ Å$^{-3}$. Evaluate the kernels of TPSS exchange, its Laplacian counterpart and r2SCAN exchange, and explain their differences.

**Solution.** The density gives $k_F=(3\pi^2\cdot0.05)^{1/3}=1.140$ Å$^{-1}$ and $\varepsilon_F=\frac12\cdot7.620\cdot1.140^2=4.95$ eV. With $e^2=14.40$ eV Å,

$$f_{\rm LDA}=-\pi\cdot14.40/1.140^2=-34.8\ \text{eV Å}^3 .$$

At $\eta=2$, or $q=4.56$ Å$^{-1}$, $L=0.0880$ and $R=0.893$ eV, so $r=0.1805$. The TPSS ratio is

$$1+\tfrac59\cdot4+0.1825\cdot(0.8195)^2=1+2.222+0.123=3.345 .$$

The kernel is $-116$ eV Å$^3$. The Laplacian polynomial gives a ratio of 8.413 and a kernel of $-293$ eV Å$^3$, 2.5 times as large. At $\eta=0.5$ the ratios are 1.158 and 1.159. TPSS and its Laplacian counterpart are thus nearly indistinguishable for slow modulations and far apart for rapid ones.

For r2SCAN exchange the derivatives are $F_p=0.2741$, $F_t=-0.1627$, $F_{tt}=0.1479$, so the term from $1/\chi_0$ takes part. At $\eta=2$, (6) gives

$$1+4.935-4.549+0.621=2.007 ,$$

with a strong cancellation between the gradient term and the $F_t$ term. Its origin can be traced. For small $\eta$ the bracket multiplying $F_t$ is $\frac{10}3\eta^2$, so the coefficient of $\eta^2$ is $\frac92(F_p+\frac{25}{27}F_t)$. The computed sum in parentheses is 0.12346, equal to $10/81$ to the digits shown; r2SCAN therefore has the same $\eta^2$ coefficient, $\frac59$, as TPSS. For large $\eta$ the bracket is $6\eta^2$, and the coefficient becomes

$$\tfrac92F_p+\tfrac{15}2F_t=\tfrac59+\tfrac{10}3F_t=0.013 .$$

The negative $F_t$ almost removes the growth. The ratio is 2.007 at $\eta=2$ and still only 2.050 at $\eta=3$, where TPSS has reached 6.119.

From $\eta=1$ to $\eta=2$ the r2SCAN ratio drops from 2.344 to 2.007, with a shallow minimum near $\eta=1.9$. Part (c) shows why it is already falling at $2k_F$. There $r=0$, and the diverging parts of the slopes of $1/L$ and $r$ are $2\ln(2/|\delta|)$ and $\ln(2/|\delta|)$. The diverging slope of (6) is

$$\Big(\frac52F_t-\frac{25}2F_{tt}\Big)\ln\frac2{|\delta|} .$$

The coefficient is $-2.26$ for r2SCAN and $-0.365$ for TPSS. Both kernel ratios have a downward vertical tangent at $2k_F$; no polynomial has one. In TPSS it is a very fine feature: its slope is about $\frac{10}9-0.365\,[\ln(2/|\delta|)-4]$, which is negative only within about 0.002 of $\eta=1$.

As a check that does not use (1) to (3), a gas in a weak cosine potential was diagonalized and its energy curvature taken from the resulting $n$ and $\tau$. At $\eta=0.7$, 1.3 and 2.0 it agrees with the formulas for $R$ and for both $\tau$-dependent kernels to within one unit in the fifth decimal, as the numerical output shows. This confirms the response of the two functionals. It does not measure their distance from the true kernel of the electron gas: correlation is left out of these numbers, and the exchange itself is approximate.

## Computed results

```
density n = 0.05 1/A^3
hbar^2/m = 7.61996 eV A^2;  e^2 = 14.39965 eV A
kF = 1.13972 1/A;  2kF = 2.27943 1/A;  eF = 4.9490 eV
local exchange kernel f_LDA = -34.8263 eV A^3
chi0(q=0) = -0.015155 1/(eV A^3)
largest quadrature mismatch (kF=1 units) = 2.3e-15
TPSS exchange: F_p = 0.12346, F_t = -0.00000, F_tt = 0.02920 (no unit)
r2SCAN exchange: F_p = 0.27414, F_t = -0.16274, F_tt = 0.14791 (no unit)
r2SCAN F_p + (25/27)F_t = 0.12346; 10/81 = 0.12346
TPSS factor (25/4)F_tt = 0.18250; its tau term at q->inf = 0.11680
r2SCAN eta^2 coefficient at q->inf = 0.01308
minimum of R/eF below 2kF: eta = 0.9776, R/eF = -0.02571
diagonalized gas against formula (ratios, no unit):
 eta=0.7: R/eF 0.37779 | 0.37779; TPSS 1.34288 | 1.34288; r2SCAN 1.61745 | 1.61745
 eta=1.3: R/eF 0.14155 | 0.14155; TPSS 2.07338 | 2.07338; r2SCAN 2.05261 | 2.05261
 eta=2.0: R/eF 0.18050 | 0.18050; TPSS 3.34478 | 3.34479; r2SCAN 2.00656 | 2.00656
kernel ratios f/f_LDA (no unit); q in 1/A, R in eV:
 eta    q        L        R        TPSS     Laplac.  r2SCAN
 0.00   0.0000  1.00000   4.9490   1.0000   1.0000   1.0000
 0.25   0.5699  0.97890   4.5384   1.0360   1.0360   1.0409
 0.50   1.1397  0.91198   3.3319   1.1584   1.1592   1.2349
 0.75   1.7096  0.78378   1.4559   1.4034   1.4152   1.7550
 1.00   2.2794  0.50000   0.0000   1.7381   1.8800   2.3444
 1.25   2.8493  0.25281   0.6632   2.0049   2.6602   2.0660
 1.50   3.4192  0.16470   0.7959   2.3785   3.8925   2.0219
 2.00   4.5589  0.08802   0.8933   3.3448   8.4133   2.0066
 3.00   6.8383  0.03790   0.9500   6.1192  32.2800   2.0501
exchange kernels in eV A^3:
 eta    TPSS       Laplacian  r2SCAN
 0.50    -40.342    -40.370    -43.007
 1.00    -60.530    -65.473    -81.645
 2.00   -116.487   -293.005    -69.881
 3.00   -213.108  -1124.194    -71.396
```
